\section*{Thickness at which copper islands connect, from density and contact angle}

\section*{Problem}

Copper is plated directly on a titanium nitride barrier and grows as separate islands. At the moment when the islands first form a connected path across the film, their number density is $N=10^{11}\ \mathrm{cm^{-2}}$. Their equilibrium contact angle, measured through the copper, is $\theta=110^\circ$, and the plating current density is $5\ \mathrm{mA/cm^2}$. These are rough values for the real case.

\begin{enumerate}
\item Find the nominal copper thickness $h_c$ at connection as a function of $N$ and $\theta$. Nominal thickness means copper volume divided by substrate area.
\item Evaluate it, with the plating charge and time, and compare other contact angles.
\item Decide whether the equilibrium angle may be used for this plated film, and size the other main uncertainties.
\end{enumerate}

Density and angle alone do not determine the answer. One must also say how the islands are arranged and what happens when they touch. Take equal spherical caps at random, independent sites. After contact they keep growing into one another without changing shape, and the shared volume is counted once. ``Connected'' refers to a path through copper, because the barrier itself conducts.

\section*{Solution}

\subsection*{Shape and contact of the islands}

Let $R$ be the sphere radius, $c=\cos\theta$, and $z$ the height above the substrate. The sphere centre lies at $z=-Rc$: below the substrate for $\theta<90^\circ$ and above it for $\theta>90^\circ$. A horizontal section at height $z$ is a disc of radius $\rho$, with
\begin{equation}
\rho^2(z)=R^2-(z+Rc)^2,\qquad 0\le z\le R(1-c).
\end{equation}
With $u=c+z/R$, the volume of one island is
\begin{align}
V&=\pi\int_0^{R(1-c)}\rho^2\,dz=\pi R^3\int_c^1(1-u^2)\,du \nonumber\\
&=\pi R^3\left(\frac23-c+\frac{c^3}{3}\right)
=\frac{\pi R^3}{3}(2+c)(1-c)^2 .
\end{align}

Two equal islands a distance $d$ apart touch if their sections overlap at some height, that is, if $d\le 2\rho(z)$ for some $z$. The widest section decides. Its radius is $r=sR$, where
\begin{equation}
s=\begin{cases}\sin\theta,&\theta\le90^\circ,\\ 1,&\theta>90^\circ.\end{cases}
\end{equation}
For $\theta\le 90^\circ$ the widest section is the base. For $\theta>90^\circ$ it is the equator, so the islands meet above the substrate and leave a gap beneath the junction.

\subsection*{Condition for a connected path}

Seen from above, the problem is that of equal discs of radius $r$ at random sites. The dimensionless number that controls their connection is $\eta=N\pi r^2$, the total disc area per unit substrate area with overlaps counted repeatedly. A path across a large film appears at $\eta_c\simeq1.128$. This threshold is a numerical constant with no known closed form. Thirty simulated squares, each with 20\,000 islands, gave $1.128\pm0.006$, where the uncertainty is the standard error of the mean. Hence
\begin{equation}
r_c=\sqrt{\frac{\eta_c}{\pi N}} .
\end{equation}

The number of island centres within a distance $r$ of a given point follows a Poisson distribution with mean $\eta$. The point is uncovered with probability $e^{-\eta}$, so the projected coverage at connection is $1-e^{-1.128}=0.676$. About a third of the area is still open when the first path forms.

\subsection*{Copper content at connection}

The product $NV$ would count overlapping volume more than once. To count it once, consider a point at height $z$. It lies outside all the copper if no island centre is within the horizontal distance $\rho(z)$, which has probability $e^{-N\pi\rho^2(z)}$. The filled fraction at that height is one minus this, and integration over height gives
\begin{equation}
h=\int_0^{R(1-c)}\left[1-e^{-N\pi\rho^2(z)}\right]dz .
\label{eq:content}
\end{equation}
For sparse islands the exponent is small, $1-e^{-x}\simeq x$, and $h\to NV$, as it must.

Put $u=c+z/R$ again and define $q=N\pi R^2=\eta/s^2$. Then
\begin{equation}
h=R\left[(1-c)-e^{-q}\int_c^1e^{qu^2}\,du\right].
\end{equation}
The remaining integral is expressed by Dawson's function, $D(x)=e^{-x^2}\int_0^xe^{t^2}dt$, which is odd in $x$. With $t=\sqrt q\,u$,
\begin{align}
e^{-q}\int_c^1e^{qu^2}du
&=\frac{e^{-q}}{\sqrt q}\left[\int_0^{\sqrt q}e^{t^2}dt-\int_0^{c\sqrt q}e^{t^2}dt\right]\nonumber\\
&=\frac{1}{\sqrt q}\left[D(\sqrt q)-e^{-q(1-c^2)}D(c\sqrt q)\right].
\end{align}
Since $R=\sqrt{q/(\pi N)}$ and $1-c^2=\sin^2\theta$, the thickness is $h=F(\theta,\eta)/\sqrt N$, with
\begin{equation}
F=\frac{1}{\sqrt\pi}\left[\sqrt q\,(1-c)-D(\sqrt q)+e^{-q\sin^2\theta}D(c\sqrt q)\right].
\label{eq:F}
\end{equation}
At connection $\eta=\eta_c$, and the answer to the first question is
\begin{equation}
\boxed{h_c=\frac{K(\theta)}{\sqrt N},\qquad K(\theta)=F(\theta,\eta_c).}
\end{equation}

Three limits show how the angle enters. For hemispheres, $c=0$ and $D(0)=0$, so $K(90^\circ)=[\sqrt{\eta_c}-D(\sqrt{\eta_c})]/\sqrt\pi=0.299$. For nearly complete spheres, $c\to-1$, $\sin\theta\to0$ and $q=\eta_c$. The last term of (\ref{eq:F}) becomes $-D(\sqrt{\eta_c})$, and $K$ tends to twice the hemisphere value.

For flat islands, with $\theta$ small and in radians, the cap is nearly a paraboloid of height $\theta r/2$. Write $z=(\theta r/2)t$, so that $\rho^2\simeq r^2(1-t)$. Equation (\ref{eq:content}) then gives
\begin{align}
h_c&\simeq\frac{\theta r_c}{2}\int_0^1\left[1-e^{-\eta_c(1-t)}\right]dt
=\frac{\theta r_c}{2}\left[1-\frac{1-e^{-\eta_c}}{\eta_c}\right],\nonumber\\
K&\simeq\frac{\theta}{2}\sqrt{\frac{1.128}{\pi}}\left(1-\frac{0.676}{1.128}\right)=0.120\,\theta .
\end{align}
At $30^\circ$ this gives 0.063, against 0.066 from the full expression. Good wetting lowers the connection thickness because the same lateral reach needs less height.

\subsection*{Ordered sites for comparison}

If the islands sit on a lattice with nearest-neighbour distance $\ell$, all neighbours touch at once when $r=\ell/2$. Nothing overlaps yet, so $h=NV$ with $R=\ell/(2s)$:
\begin{equation}
K_{\rm lattice}=\frac{\pi}{3}(2+c)(1-c)^2\left(\frac{\ell\sqrt N}{2s}\right)^3 .
\end{equation}
On a square lattice each island occupies the area $\ell^2=1/N$, hence $\ell\sqrt N=1$. On a triangular lattice the area is $\sqrt3\,\ell^2/2=1/N$, hence $\ell\sqrt N=\sqrt{2/\sqrt3}$.

The table compares the three arrangements. The last column is the random-site result at the fixed density $10^{11}\ \mathrm{cm^{-2}}$.

\begin{center}
\begin{tabular}{ccccc}
\hline
$\theta$ & $K$ random & $K$ square & $K$ triangular & $h_c$ (nm)\\
\hline
$30^\circ$ & 0.066 & 0.054 & 0.067 & 2.1\\
$50^\circ$ & 0.118 & 0.098 & 0.122 & 3.7\\
$70^\circ$ & 0.190 & 0.160 & 0.198 & 6.0\\
$90^\circ$ & 0.299 & 0.262 & 0.325 & 9.5\\
$110^\circ$ & 0.435 & 0.391 & 0.485 & 13.8\\
$130^\circ$ & 0.537 & 0.479 & 0.595 & 17.0\\
\hline
\end{tabular}
\end{center}

At these angles the random value lies between the two lattice values. The formula was also tested by simulation: the spanning radius was found from random island positions, and the copper content from the lengths of vertical lines inside the copper. The resulting $K$ was 0.118, 0.299, 0.435 and 0.537 at $50^\circ$, $90^\circ$, $110^\circ$ and $130^\circ$, in agreement with the table.

\subsection*{Numbers for the plated film}

The length set by the density is $1/\sqrt N=31.6$ nm. At connection, for $\theta=110^\circ$,
\begin{align}
R_c=r_c&=31.6\ \mathrm{nm}\times\sqrt{1.128/\pi}=18.9\ \mathrm{nm},\\
R_c(1-c)&=18.9\ \mathrm{nm}\times1.342=25.4\ \mathrm{nm},\\
h_c&=0.435\times31.6\ \mathrm{nm}\simeq13.8\ \mathrm{nm}.
\end{align}
The second line is the island height, which is nearly twice the nominal thickness. Counting overlaps repeatedly would have given $NV=21.3$ nm, so the correction for shared volume is essential at random sites.

If all the current deposits copper, at two electrons per atom, the charge per area is $Q=2\mathcal F\varrho h_c/M$. Here $\mathcal F$ is Faraday's constant, $\varrho=8.96\ \mathrm{g/cm^3}$ the density and $M=63.546\ \mathrm{g/mol}$ the molar mass of copper. This gives $Q=37.4\ \mathrm{mC/cm^2}$ and a plating time of $37.4/5.0=7.5$ s.

\subsection*{May the equilibrium angle be used?}

An island holds its equilibrium shape only if copper can redistribute over its surface as fast as it grows. Consider surface diffusion. Curvature $\kappa$ raises the chemical potential by $\gamma\Omega\kappa$, where $\gamma$ is the surface energy and $\Omega$ the atomic volume. With surface diffusivity $D_s$ and $\nu=\Omega^{-2/3}$ surface atoms per area, the atom current along the surface is $-(D_s\nu/k_BT)\nabla_s(\gamma\Omega\kappa)$. The surface therefore moves along its normal with speed
\begin{equation}
v=B\nabla_s^2\kappa,\qquad B=\frac{D_s\gamma\Omega^2\nu}{k_BT}.
\end{equation}
For an island of size $R$, $\kappa\sim1/R$ and $\nabla_s^2\sim1/R^2$, so $v\sim B/R^3$ and the relaxation time is of order $R/v\sim R^4/B$. In a time $t$, islands relax up to about $R_*=(Bt)^{1/4}$.

Take the rough assumed values $D_s=10^{-14}\ \mathrm{cm^2/s}$ and $\gamma=1.5\ \mathrm{J/m^2}$ at 298 K. The plating time of 7.5 s then gives $R_*\simeq1.6$ nm, far below the 18.9 nm reached at connection. Because $R_*\propto D_s^{1/4}$, bringing it up to 18.9 nm would need a diffusivity about $2\times10^4$ times larger. This scaling omits numerical factors, however. For a hemisphere the slowest shape change decays at the rate $24B/R^4$, and for a $110^\circ$ cap at about $10B/R^4$, so a diffusivity several hundred to a thousand times larger would already preserve much of the equilibrium angle.

A growing island passes the size $R_*$ early in the plating, when it has had much less than 7.5 s to relax. With the values above, $R_*$ is therefore an upper estimate of the size at which the equilibrium shape is lost, and using it favours the equilibrium angle. Beyond $R_*$, suppose that the surface advances uniformly along its normal. For $\theta\ge90^\circ$ the sphere centre then stays at the height $-R_*c$ while $R$ increases. The current angle $\theta'$ satisfies $-R\cos\theta'=-R_*c$, or
\begin{equation}
\cos\theta'=\frac{R_*}{R}\cos\theta .
\end{equation}
The shape tends to a hemisphere. (For $\theta<90^\circ$ this formula does not apply: the advancing edge becomes a rounded rim that meets the substrate at $90^\circ$, and the overall shape again tends to a hemisphere.) Here $\theta'=91.7^\circ$ at connection, and the thickness falls from 13.8 to 9.8 nm; full hemispheres would give 9.5 nm. With these inputs, about 10 nm is therefore the more consistent estimate for the plated film, and 13.8 nm is the answer conditional on the equilibrium angle.

Dissolution and redeposition could also reshape an island. Adding a volume $4\pi R^2dR$ to a sphere creates the area $8\pi R\,dR$, so the capillary energy per atom is $2\gamma\Omega/R$. For two electrons per atom this corresponds to a potential $\gamma\Omega/(eR)=5.8$ mV at $R=18.9$ nm. If the plating overpotential is much larger, capillarity does not cause net dissolution of such an island. It may still alter the local deposition rate, because the capillary energy per atom, 11.6 meV, is nearly half of $k_BT=25.7$ meV.

The equilibrium-angle estimate has a second condition. Touching islands can also merge by surface diffusion, on a time that again scales as $R^4/B$ but with a larger numerical factor than the recovery of a single island's shape. Faster surface diffusion thus helps to keep the equilibrium angle, but it also favours merging into new, separate caps, which delays connection. The density to insert is the one left when merging has stopped. If merging halves $N$, the angle stays at $110^\circ$ and the remaining islands are again equal and randomly placed, $h_c$ rises by $\sqrt2$, to 19.4 nm. In practice merging leaves the islands more evenly spaced, which makes the rise smaller.

\subsection*{Other uncertainties and the real film}

The following values keep the angle at $110^\circ$, so that each change can be compared with 13.8 nm.

\begin{itemize}
\item \textbf{Density.} A value of $N$ three times larger gives 7.9 nm; three times smaller gives 23.8 nm.
\item \textbf{Spacing of nuclei.} If nuclei exclude one another within $0.52/\sqrt N$, simulation gives 11.9 nm. This is below even the square-lattice value, $0.391\times31.6=12.4$ nm, so the two lattices do not bound every arrangement.
\item \textbf{Island sizes.} A log-normal spread with standard deviation 0.25 in $\ln R$ gives 15.9 nm. One contribution is that, at fixed mean section area, a spread of radii increases the mean volume.
\item \textbf{Tunnelling.} If gaps of 1 nm counted as connections, each island would need a radius smaller by 0.5 nm, and the thickness would be 13.0 nm. For a 1.5 eV barrier, however, the attenuation factor $\exp(-2g\sqrt{2m_e\phi}/\hbar)$, with gap $g$ and barrier height $\phi$, is $3.5\times10^{-6}$. Such gaps are poor substitutes for metal contact.
\end{itemize}

In real plating on titanium nitride, the nucleus density depends strongly on surface preparation, bath and potential, so it should be measured near connection. With the surface diffusivity assumed here, the assumption most clearly broken is the equilibrium shape, which moves the estimate from 13.8 to 9.8 nm. Nucleation that continues during growth also produces unequal islands, an effect represented only roughly by the size spread above.

The barrier also affects how connection appears electrically. A 10 nm barrier of resistivity $200\ \mu\Omega\,\mathrm{cm}$ has a sheet resistance of $200\ \Omega$ per square and carries current before the copper connects. A uniform copper layer of thickness 13.8 nm and the bulk resistivity $1.7\ \mu\Omega\,\mathrm{cm}$ would have about $1.2\ \Omega$ per square. In so thin a layer, electron scattering at surfaces and grain boundaries can raise this by a factor of two or more. The film at threshold is not even a uniform layer: its current must pass through a few narrow junctions. One should therefore not expect the measured sheet resistance to drop to the uniform-layer value at $h_c$.

Nor is a connected film a closed one. Setting $1-e^{-\eta}=0.99$ gives $\eta=\ln100$, and $F(110^\circ,\ln100)/\sqrt N=46.3$ nm. In this model, 99\% projected coverage needs more than three times the connection thickness, and gaps may still remain beneath the overhanging islands. The numerical output below lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
Disc threshold used: 1.128
Disc threshold simulated: 1.128 +/- 0.006
Projected coverage at threshold: 0.676
Angle (deg), K random, K square, K triangular:
   30  0.066  0.054  0.067
   50  0.118  0.098  0.122
   70  0.190  0.160  0.198
   90  0.299  0.262  0.325
  110  0.435  0.391  0.485
  130  0.537  0.479  0.595
Angle (deg), K from complete simulation:
   50  0.118
   90  0.299
  110  0.435
  130  0.537
Island density: 1.0e+11 cm^-2
Contact angle: 110 deg
Length 1/sqrt(N): 31.6 nm
Island radius at connection: 18.9 nm
Island height at connection: 25.4 nm
CONNECTION THICKNESS: 13.8 nm
Same, overlaps counted twice: 21.3 nm
Current density: 5.0 mA/cm2
Charge to connection: 37.4 mC/cm2
Plating time to connection: 7.5 s
Exclusion distance times sqrt(N): 0.52
Thickness with exclusion: 11.9 nm
Spread of ln(radius): 0.25
Thickness with size spread: 15.9 nm
Tunnel gap: 1.0 nm; barrier: 1.5 eV
Tunnel attenuation factor: 3.5e-06
Thickness if such gaps conduct: 13.0 nm
Thickness if merging halves N: 19.4 nm
Surface energy: 1.5 J/m2
Surface diffusivity: 1e-14 cm2/s
Temperature: 298 K
Largest radius relaxed in plating time: 1.6 nm
Angle after later uniform growth: 91.7 deg
Thickness at that angle: 9.8 nm
Thickness for hemispheres: 9.5 nm
Thickness for 130 deg: 17.0 nm
Capillary potential at connection: 5.8 mV
Thickness for N three times larger: 7.9 nm
Thickness for N three times smaller: 23.8 nm
Thickness for 99% projected coverage: 46.3 nm
Barrier sheet (10 nm, 200 uohm cm): 200 ohm/sq
Uniform Cu sheet (1.7 uohm cm): 1.24 ohm/sq
\end{verbatim}
